# Two-wave treatment of a nearly free electron near a Bragg plane: test program

```python
# Nearly free electrons near one Bragg plane.
# V(r) = sum_G V_G exp(iG.r), V_0 = 0, k = G/2 + q, eps0 = hbar^2 G^2/8m.
# Result under test (first order in V):
#   E+- = eps0 + hbar^2 q^2/2m +- sqrt(delta^2 + |V_G|^2), delta = hbar^2 G.q/2m,
#   on the plane: upper state cos((G.r+phi)/2), lower sin((G.r+phi)/2), phi = arg V_G,
#   m/m* = 1 +- 2 eps0/|V_G|, plus the leading corrections from neglected waves.
# 1D reduced units: z = Gx/2, energy in eps0, k = (G/2)(1+kappa), v = V_G/eps0:
#   -y'' + 2 v cos(2z) y = e y, period pi.
# fcc units: wave vectors in 2 pi/a, energies in hbar^2 (2 pi/a)^2/2m.
import itertools
import numpy as np
import sympy as sp
from scipy import constants as C
from scipy.integrate import solve_ivp, simpson
from scipy.optimize import brentq
from scipy.special import mathieu_a, mathieu_b

# ---- symbolic algebra
s, d, ph, kap = sp.symbols('s d phi kappa', real=True)
W, dp = sp.symbols('W dp', positive=True)
H2 = sp.Matrix([[s + d, W*sp.exp(sp.I*ph)], [W*sp.exp(-sp.I*ph), s - d]])
for sg in (1, -1):
    assert sp.simplify((H2 - (s + sg*sp.sqrt(d**2 + W**2))*sp.eye(2)).det()) == 0
    vec = sp.Matrix([1, sg*sp.exp(-sp.I*ph)])
    assert sp.simplify(H2.subs(d, 0)*vec - (s + sg*W)*vec) == sp.zeros(2, 1)
    ea, eb = (1 + kap)**2, (kap - 1)**2
    ser = sp.series((ea + eb)/2 + sg*sp.sqrt(sp.expand(((ea - eb)/2)**2) + W**2), kap, 0, 3).removeO()
    assert sp.simplify(ser - (1 + sg*W + kap**2*(1 + sg*2/W))) == 0
assert sp.simplify(sp.series(sp.sqrt(dp**2 + W**2), W, 0, 3).removeO() - dp - W**2/(2*dp)) == 0
g3, q3 = sp.Matrix(sp.symbols('g1:4')), sp.Matrix(sp.symbols('q1:4'))
kp, km = g3/2 + q3, q3 - g3/2
assert sp.expand((kp.dot(kp) - km.dot(km))/2 - g3.dot(q3)) == 0
assert sp.expand((kp.dot(kp) + km.dot(km))/2 - g3.dot(g3)/4 - q3.dot(q3)) == 0

# ---- real-space integration of the 1D cosine crystal
def integrate(e, v, zend, dense=False):
    f = lambda z, y: [y[1], (2*v*np.cos(2*z) - e)*y[0], y[3], (2*v*np.cos(2*z) - e)*y[2]]
    return solve_ivp(f, (0, zend), [1, 0, 0, 1], method='DOP853', rtol=1e-12,
                     atol=1e-13, dense_output=dense)
def discriminant(e, v):
    y = integrate(e, v, np.pi).y[:, -1]
    return (y[0] + y[3])/2
def exact_pair(kappa, v):
    f = lambda e: discriminant(e, v) - np.cos(np.pi*(1 + kappa))
    return brentq(f, 0.3, 1.0, xtol=1e-13), brentq(f, 1.0, 2.0, xtol=1e-13)
def even_odd(v):  # antiperiodic states: even has y(pi/2)=0, odd has y'(pi/2)=0
    return (brentq(lambda e: integrate(e, v, np.pi/2).y[0, -1], 0.5, 1.5, xtol=1e-13),
            brentq(lambda e: integrate(e, v, np.pi/2).y[3, -1], 0.5, 1.5, xtol=1e-13))
def two_wave(kappa, v):
    R = np.hypot(2*kappa, v)
    return 1 + kappa**2 - R, 1 + kappa**2 + R, (1 - 2*kappa/R)/2

h2m = C.hbar**2/(2*C.m_e)/C.e*1e20
a, VG = 3.0, -0.5
G = 2*np.pi/a
eps0 = h2m*G**2/4
v = VG/eps0
print(f"hbar^2/2m = {h2m:.5f} eV A^2, a = {a:.1f} A, V_G = {VG:.2f} eV")
print(f"G = {G:.5f} 1/A, G/2 = {G/2:.5f} 1/A, eps0 = {eps0:.5f} eV, |V_G|/eps0 = {abs(v):.5f}")
lo2, up2, _ = two_wave(0.0, v)
print(f"two-wave edges: E- = {lo2*eps0:.5f} eV, E+ = {up2*eps0:.5f} eV, gap = {(up2-lo2)*eps0:.5f} eV")

zz = np.linspace(0, np.pi/2, 801)
for vv in (v, -v):
    ee, eo = even_odd(vv)
    assert (ee < eo) == (vv < 0)
    assert abs(ee - 1 - vv) < vv**2/6 and abs(eo - 1 + vv) < vv**2/6
    lost = []
    for e, idx, ref in ((ee, 0, np.cos(zz)), (eo, 2, np.sin(zz))):
        y = integrate(e, vv, np.pi/2, True).sol(zz)[idx]
        lost.append(1 - simpson(y*ref, x=zz)**2/(simpson(y*y, x=zz)*simpson(ref*ref, x=zz)))
        assert abs(lost[-1]/(vv**2/64) - 1) < 0.1   # next order is v/4
    print(f"V_G = {vv*eps0:+.2f} eV exact: cos-like {ee*eps0:.5f} eV, sin-like {eo*eps0:.5f} eV")
    print(f"  weight outside pure cos, sin = {lost[0]:.3e}, {lost[1]:.3e}")
assert abs(ee - mathieu_a(1, -v)) < 1e-8 and abs(eo - mathieu_b(1, -v)) < 1e-8
print(f"estimate of lost weight V^2/(64 eps0^2) = {v*v/64:.3e}")

lo, up = exact_pair(0.0, v)
assert abs(lo - eo) < 1e-8 and abs(up - ee) < 1e-8
gap, shift = up - lo, (up + lo)/2 - 1
assert abs((2*abs(v) - gap)/(abs(v)**3/32) - 1) < 1e-2
assert abs(shift/(-v*v/8) - 1) < 1e-3
print(f"exact gap = {gap*eps0:.6f} eV, 2|V|-|V|^3/(32 eps0^2) = {(2*abs(v)-abs(v)**3/32)*eps0:.6f} eV")
print(f"exact mid-gap shift = {shift*eps0*1e3:.4f} meV, -V^2/(8 eps0) = {-v*v/8*eps0*1e3:.4f} meV")
print(f"2 eps0/|V_G| = {2/abs(v):.4f}")
for name, e0, sg in (("lower", lo, -1), ("upper", up, 1)):
    dD = (discriminant(e0 + 1e-4, v) - discriminant(e0 - 1e-4, v))/2e-4
    m_exact, m_two = 2*dD/np.pi**2, 1/(1 + sg*2/abs(v))
    assert abs(m_exact/m_two - 1) < 5e-3            # relative error of order v^2/10
    print(f"{name} band m*/m: two-wave {m_two:.5f}, exact {m_exact:.5f}")
print(f"crossover q_c = {abs(VG)/(h2m*G):.5f} 1/A, q_c/(G/2) = {abs(v)/2:.5f}")
print(f"overlap threshold q_par = {np.sqrt(2*abs(VG)/h2m):.5f} 1/A")

n = np.arange(-8, 10)
for q in (0.0, -0.02, -0.05, -0.10, -0.20):
    kappa = q/(G/2)
    l2, u2, w2 = two_wave(kappa, v)
    lx, ux = exact_pair(kappa, v)
    Hn = np.diag((1 + kappa - 2*n)**2) + v*(np.eye(len(n), k=1) + np.eye(len(n), k=-1))
    ev, U = np.linalg.eigh(Hn)
    wx = U[8, 0]**2
    assert abs(ev[0] - lx) < 1e-8 and abs(ev[1] - ux) < 1e-8
    assert abs(l2 - lx) < v*v/6.5 and abs(u2 - ux) < v*v/6.5 and abs(wx - w2) < 1e-3
    print(f"q = {q:+.2f} 1/A: eps_k = {(1+kappa)**2*eps0:.4f}, eps_k-G = {(1-kappa)**2*eps0:.4f}, "
          f"delta = {2*kappa*eps0:.4f} eV")
    print(f"  E-,E+ two-wave {l2*eps0:.4f}, {u2*eps0:.4f}; exact {lx*eps0:.4f}, {ux*eps0:.4f} eV; "
          f"weight of k in E-: {w2:.4f} (exact {wx:.4f})")
far = (1 + kappa)**2 - v*v/(-4*kappa)
assert abs(far - l2) < 1.1*v**4/(8*abs(2*kappa)**3)
print(f"non-degenerate formula for E- at q = {q:.2f} 1/A: {far*eps0:.4f} eV")

# ---- potential without inversion centre on a real-space grid, antiperiodic
N = 600
h = np.pi/N
z = h*np.arange(N)
w1, p1, w2, p2 = 0.05, 0.7, 0.04, 0.9
Vz = 2*w1*np.cos(2*z + p1) + 2*w2*np.cos(4*z + p2)
V1, V2 = w1*np.exp(1j*p1), w2*np.exp(1j*p2)
kt = 0.93
assert abs(np.mean(np.exp(-1j*kt*z)*Vz*np.exp(1j*(kt - 2)*z)) - V1) < 1e-12
cs, sn = np.sqrt(2/N)*np.cos(z + p1/2), np.sqrt(2/N)*np.sin(z + p1/2)
assert abs(cs@(Vz*cs) - w1) < 1e-12 and abs(sn@(Vz*sn) + w1) < 1e-12
Hf = np.diag(2/h**2 + Vz) - (np.eye(N, k=1) + np.eye(N, k=-1))/h**2
Hf[0, -1] = Hf[-1, 0] = 1/h**2
ef, Uf = np.linalg.eigh(Hf)
gf, gc = ef[1] - ef[0], 2*abs(V1 - V2*np.conj(V1)/4)
sf, sc = (ef[0] + ef[1])/2 - 1, -(w1**2 + w2**2)/8 - w2**2/24
assert abs(gf - gc) < 5e-5 and abs(gf - 2*w1) > 5e-4    # third-order terms ~1e-5
assert abs(sf - sc) < 3e-5
ou, ol = (cs@Uf[:, 1])**2, (sn@Uf[:, 0])**2
op = (np.sqrt(2/N)*np.cos(z)@Uf[:, 1])**2
assert ou > 0.9995 and ol > 0.9995 and op < 0.95
print(f"asymmetric case (eps0): |V_G| = {w1}, phase {p1} rad; |V_2G| = {w2}, phase {p2} rad")
print(f"  gap (eps0): grid {gf:.6f}, 2|V_G| {2*w1:.6f}, corrected {gc:.6f}")
print(f"  shift (eps0): grid {sf:.3e}, formula {sc:.3e}")
print(f"  overlap^2: upper/shifted cos {ou:.5f}, lower/shifted sin {ol:.5f}, upper/plain cos {op:.4f}")

# ---- fcc model with V_111 and V_200 = V_111/2, converged plane waves
allG = np.array([g for g in itertools.product(range(-5, 6), repeat=3)
                 if len({c % 2 for c in g}) == 1])
def fcc(k, centre, v1):
    Gs = allG[((centre - allG)**2).sum(1) < 14.0]
    d2 = ((Gs[:, None] - Gs[None])**2).sum(2)
    e, U = np.linalg.eigh(np.diag(((k - Gs)**2).sum(1)) + v1*(d2 == 3) + 0.5*v1*(d2 == 4))
    return e, U, Gs
L, Wp = np.array([.5, .5, .5]), np.array([1., .5, 0.])
G111 = 2*L
nhat = G111/np.sqrt(3)
def slope(k, v1):  # Hellmann-Feynman derivative of the lowest band along the normal
    e, U, Gs = fcc(k, L, v1)
    return (U[:, 0]**2*2*((k - Gs)@nhat)).sum()
qa, qb = 0.1*np.array([1., 1., -2.]), 0.1*np.array([1., -1., 0.])
errs, slopes = [], []
for v1 in (-0.01, -0.005):
    qv = qa + 0.5*v1*nhat
    e, U, Gs = fcc(L + qv, L, v1)
    R = np.hypot(G111@qv, v1)
    errs.append(np.abs(e[:2] - (0.75 + qv@qv + np.array([-R, R]))).max())
    slopes.append(slope(L + qa, v1))
    assert abs(slope(L + qb, v1)) < 1e-9
assert 3.6 < errs[0]/errs[1] < 4.4 and errs[0] < 0.1*0.01
assert 1.7 < slopes[0]/slopes[1] < 2.3 and 1e-6 < abs(slopes[0]) < 1e-2
for v1 in (-0.01, 0.01):
    e, U, Gs = fcc(L + qa, L, v1)
    c0 = U[np.argmin((Gs**2).sum(1)), 0]
    cG = U[np.argmin(((Gs - G111)**2).sum(1)), 0]
    assert abs(cG/c0 + np.sign(v1)) < 0.02
print("fcc (hbar^2(2pi/a)^2/2m), V_200 = V_111/2, V_111 = -0.01 and -0.005, q_par = 0.1(1,1,-2):")
print(f"  two-wave error {errs[0]:.3e}, {errs[1]:.3e}, ratio {errs[0]/errs[1]:.3f}")
print(f"  normal slope on face {slopes[0]:.3e}, {slopes[1]:.3e}, ratio {slopes[0]/slopes[1]:.3f}; free {np.sqrt(3):.3f}")
v1 = -0.005
eW, eL = fcc(Wp, Wp, v1)[0], fcc(L, L, v1)[0]
four = np.sort([0.5*v1 + 2*v1, 0.5*v1 - 2*v1, -0.5*v1, -0.5*v1])
assert np.abs(eW[:4] - 1.25 - four).max() < 0.1*abs(v1)
assert abs((eW[1] - eW[0])/abs(v1) - 2) > 0.5 and eW[0] > eL[1]
print("  W levels - 1.25, in |V_111|: " + ", ".join(f"{x:.3f}" for x in (eW[:4] - 1.25)/abs(v1)))
print("  four-wave first order, in |V_111|: " + ", ".join(f"{x:.3f}" for x in four/abs(v1)))
print(f"  splitting/|V_111|: L {(eL[1]-eL[0])/abs(v1):.3f}, W {(eW[1]-eW[0])/abs(v1):.3f}")
print(f"  band 1 at W = {eW[0]:.4f}, band 2 at L = {eL[1]:.4f}")
print("no test failed")
```

Running it gives:

```
hbar^2/2m = 3.80998 eV A^2, a = 3.0 A, V_G = -0.50 eV
G = 2.09440 1/A, G/2 = 1.04720 1/A, eps0 = 4.17811 eV, |V_G|/eps0 = 0.11967
two-wave edges: E- = 3.67811 eV, E+ = 4.67811 eV, gap = 1.00000 eV
V_G = -0.50 eV exact: cos-like 3.67074 eV, sin-like 4.67052 eV
  weight outside pure cos, sin = 2.171e-04, 2.305e-04
V_G = +0.50 eV exact: cos-like 4.67052 eV, sin-like 3.67074 eV
  weight outside pure cos, sin = 2.305e-04, 2.171e-04
estimate of lost weight V^2/(64 eps0^2) = 2.238e-04
exact gap = 0.999776 eV, 2|V|-|V|^3/(32 eps0^2) = 0.999776 eV
exact mid-gap shift = -7.4800 meV, -V^2/(8 eps0) = -7.4795 meV
2 eps0/|V_G| = 16.7125
lower band m*/m: two-wave -0.06364, exact -0.06357
upper band m*/m: two-wave 0.05646, exact 0.05640
crossover q_c = 0.06266 1/A, q_c/(G/2) = 0.05984
overlap threshold q_par = 0.51232 1/A
q = +0.00 1/A: eps_k = 4.1781, eps_k-G = 4.1781, delta = 0.0000 eV
  E-,E+ two-wave 3.6781, 4.6781; exact 3.6707, 4.6705 eV; weight of k in E-: 0.5000 (exact 0.4999)
q = -0.02 1/A: eps_k = 4.0200, eps_k-G = 4.3392, delta = -0.1596 eV
  E-,E+ two-wave 3.6548, 4.7045; exact 3.6474, 4.6969 eV; weight of k in E-: 0.6520 (exact 0.6520)
q = -0.05 1/A: eps_k = 3.7887, eps_k-G = 4.5866, delta = -0.3990 eV
  E-,E+ two-wave 3.5480, 4.8273; exact 3.5405, 4.8199 eV; weight of k in E-: 0.8119 (exact 0.8118)
q = -0.10 1/A: eps_k = 3.4183, eps_k-G = 5.0142, delta = -0.7980 eV
  E-,E+ two-wave 3.2745, 5.1579; exact 3.2668, 5.1506 eV; weight of k in E-: 0.9237 (exact 0.9235)
q = -0.20 1/A: eps_k = 2.7346, eps_k-G = 5.9264, delta = -1.5959 eV
  E-,E+ two-wave 2.6581, 6.0029; exact 2.6499, 5.9960 eV; weight of k in E-: 0.9771 (exact 0.9769)
non-degenerate formula for E- at q = -0.20 1/A: 2.6563 eV
asymmetric case (eps0): |V_G| = 0.05, phase 0.7 rad; |V_2G| = 0.04, phase 0.9 rad
  gap (eps0): grid 0.099119, 2|V_G| 0.100000, corrected 0.099124
  shift (eps0): grid -5.832e-04, formula -5.792e-04
  overlap^2: upper/shifted cos 0.99987, lower/shifted sin 0.99998, upper/plain cos 0.8807
fcc (hbar^2(2pi/a)^2/2m), V_200 = V_111/2, V_111 = -0.01 and -0.005, q_par = 0.1(1,1,-2):
  two-wave error 4.402e-04, 1.095e-04, ratio 4.021
  normal slope on face 3.558e-04, 1.791e-04, ratio 1.986; free 1.732
  W levels - 1.25, in |V_111|: -2.523, 0.494, 0.494, 1.492
  four-wave first order, in |V_111|: -2.500, 0.500, 0.500, 1.500
  splitting/|V_111|: L 2.015, W 3.017
  band 1 at W = 1.2374, band 2 at L = 0.7550
no test failed
```
